The local mode of a light atom in a harmonic chain

**Problem**

An infinite chain of atoms of mass M has spacing a, and neighbouring atoms are joined by springs of constant K. One atom, at site n = 0, is replaced by an atom of smaller mass M'. The springs are unchanged, and the atoms move along the chain. The mass difference is measured by

ε = (M − M')/M, so that M' = M(1 − ε).

A light atom has 0 < ε < 1.

(a) Is there a vibration that stays near the light atom, with an amplitude that falls to zero far away on both sides? For which M' does it exist, and what is its frequency?

(b) Over what distance does its amplitude fall by a factor e?

(c) Evaluate the answers for M = 40 u, M' = 30 u, K = 20 N/m and a = 0.30 nm. These are round model parameters and stand for no particular material.

**The band of the perfect chain**

Let u_n be the displacement amplitude of atom n in a vibration of angular frequency ω, so that the displacement at time t is u_n cos ωt. The acceleration is −ω² times the displacement. In the perfect chain, Newton's law for atom n, with both sides multiplied by −1, reads

Mω² u_n = K(2u_n − u_{n+1} − u_{n−1}).

For a wave u_n = cos(kna), the identity cos(x + y) + cos(x − y) = 2 cos x cos y gives u_{n+1} + u_{n−1} = 2 cos(ka) u_n. Therefore

Mω² = 2K(1 − cos ka) = 4K sin²(ka/2).

The largest value of the sine squared is 1, so the band of travelling waves ends at

ω_max = 2√(K/M).

**A tempting solution, which is wrong**

The light atom moves fast and its heavier neighbours are sluggish, so treat the neighbours as fixed. The light atom is then held by two springs between two walls. A displacement u_0 produces a restoring force 2K u_0, and

ω_fixed² = 2K/M'.

A vibration can stay local only if its frequency lies outside the band, since otherwise it would drive waves that carry its energy away. This requires 2K/M' > 4K/M, or M' < M/2. The light atom would have to weigh less than half as much as its hosts.

For the numbers in (c), M' = 0.75 M, and

ω_fixed/ω_max = √(M/(2M')) = √(1/1.5) = 0.816.

This lies inside the band, so the conclusion would be that the 30 u atom has no local mode.

**Where it fails**

The requirement that the frequency lie outside the band is sound, and it is proved below. The fault is in the fixed neighbours. Newton's law for the light atom is

M'ω² u_0 = K(2u_0 − u_1 − u_{−1}).

Setting ω² = 2K/M' makes the left side 2K u_0, which forces u_1 + u_{−1} = 0. Now look at atom 1. If it were at rest together with atom 2, the spring to the light atom would still pull on it with a force K u_0, and nothing would balance that force. Atom 1 can stay at rest only if atom 2 moves with u_2 = −u_0, as far as the light atom itself, so the rest of the chain cannot act as a fixed wall. In the local mode found below, atom 1 moves.

The direction of its motion matters. Above the band, neighbouring atoms in a decaying vibration move in opposite directions, as shown below. When the light atom moves right, both neighbours move left. One spring is then compressed more, and the other stretched more, than if the neighbours had stayed in place. The light atom feels a stiffness greater than 2K, and its frequency is higher than the estimate. How much higher depends on how far the neighbours move, which the rest of the chain decides. The frequency and the decay must therefore be found together.

**Right solution: the chain away from the light atom**

For every n except 0, the equation of motion is that of the perfect chain. Define the dimensionless number

W = Mω²/K = 4ω²/ω_max².

The band is 0 ≤ W ≤ 4. Dividing the equation of motion by K and rearranging gives

u_{n+1} + u_{n−1} = (2 − W) u_n, for n ≠ 0.

Consider the right-hand side of the chain first. The equation for n = 1 contains u_0, so the sequence u_0, u_1, u_2, … obeys this rule from its first member on. Trying u_n = sⁿ and dividing by s^{n−1} gives

s² − (2 − W)s + 1 = 0.

The two roots have the product 1 and the sum 2 − W. We need a solution that tends to zero as n grows, and there are four cases.

Inside the band, 0 < W < 4, put τ = 2 − W, so that |τ| < 2, and consider

I_n = u_n² + u_{n+1}² − τ u_n u_{n+1}.

Its change from one site to the next is

I_n − I_{n−1} = u_{n+1}² − u_{n−1}² − τ u_n(u_{n+1} − u_{n−1})
= (u_{n+1} − u_{n−1})(u_{n+1} + u_{n−1} − τ u_n) = 0,

because the last bracket vanishes by the equation of motion. So I_n is the same all along the right-hand side. If the displacements tended to zero, I_n would tend to zero too, and would therefore be zero everywhere. But 2|u_n u_{n+1}| ≤ u_n² + u_{n+1}², so

I_n ≥ (1 − |τ|/2)(u_n² + u_{n+1}²),

and I_n = 0 means that all these displacements vanish. The same argument holds on the left. No local mode has a frequency inside the band.

At the band edges the two roots coincide. The solutions are A + Bn for W = 0 and (−1)ⁿ(A + Bn) for W = 4, with constants A and B. Neither tends to zero unless A = B = 0.

Negative W would mean negative ω². Multiply each equation of motion by its own u_n and add them all, the light atom included. With m_n the mass at site n,

ω² Σ m_n u_n² = K Σ (2u_n² − u_n u_{n+1} − u_n u_{n−1}) = K Σ (u_{n+1} − u_n)².

The last step holds because both products run over the same set of neighbouring pairs. The sums converge, since for W < 0 a decaying solution falls off geometrically. The right side is not negative, so ω² cannot be negative.

Above the band, W > 4, the sum of the roots is below −2 and their product is 1. Both roots are negative, and one is smaller than 1 in size. Call them −q and −1/q, with 0 < q < 1. Their sum gives

q + 1/q = W − 2,

W = q + 2 + 1/q = (1 + q)²/q. (1)

The general solution is A(−q)ⁿ + B(−1/q)ⁿ. The second term grows without limit, so B = 0, and setting n = 0 gives A = u_0. On the left the same reasoning applies, counting sites outward from the light atom, and it starts from the same u_0. Hence

u_n = u_0 (−q)^|n|.

The minus sign is the opposite motion of neighbours used above. The mode is symmetric about the light atom. If u_0 were zero, every displacement would be zero, so there is no antisymmetric local mode.

**Right solution: the light atom**

So far q can be any number between 0 and 1. The equation at n = 0 fixes it. With u_1 = u_{−1} = −q u_0,

M'ω² u_0 = K(2u_0 + 2q u_0).

Divide by K u_0 and use M' = M(1 − ε):

(1 − ε)W = 2(1 + q). (2)

The fixed-neighbour estimate amounts to dropping q on the right. Now insert (1) into (2):

(1 − ε)(1 + q)²/q = 2(1 + q).

Multiply by q and divide by 1 + q, which is positive:

(1 − ε)(1 + q) = 2q.

Collect the terms with q on one side:

1 − ε = 2q − (1 − ε)q = (1 + ε)q.

For a light atom 1 + ε is positive, and

q = (1 − ε)/(1 + ε). (3)

This lies between 0 and 1 for every ε between 0 and 1. There is therefore one local mode, and only one, for any M' smaller than M. The supposed limit M' < M/2 came from holding the neighbours fixed.

For the frequency we need

1 + q = (1 + ε + 1 − ε)/(1 + ε) = 2/(1 + ε).

Equation (2) then gives

W = 2(1 + q)/(1 − ε) = 4/[(1 + ε)(1 − ε)] = 4/(1 − ε²).

Since W = 4ω²/ω_max², the frequency of the local mode is

ω_L = ω_max/√(1 − ε²).

This answers part (a).

**The decay length**

Atom n is at the distance |n|a from the light atom. Writing the size of the displacement as an exponential of distance,

|u_n| = |u_0| q^|n| = |u_0| exp(−|n|a/ξ),

requires q = exp(−a/ξ). Taking the logarithm and using (3),

ξ = a/ln(1/q) = a/ln[(1 + ε)/(1 − ε)].

This answers part (b). Energy is quadratic in the displacements, so among the host atoms it falls by the factor q² from one site to the next, with the decay length ξ/2.

**Why a heavy atom binds nothing**

The frequency formula contains ε², so it gives the same value for −ε as for ε. Taken alone, it would suggest that a heavy atom with M' < 2M also has a mode above the band. The amplitude shows that it does not. The condition (1 + ε)q = 1 − ε holds for either sign of ε. For −1 < ε ≤ 0 it gives q ≥ 1, so the displacements do not decay. For ε ≤ −1 its left side is zero or negative for any positive q while its right side is positive, so it has no solution.

**Numbers**

For M = 40 u and M' = 30 u,

ε = (40 − 30)/40 = 0.25.

The band top, with the mass converted to kilograms, is

ω_max = 2√(20 N/m / 40 u) = 3.47 × 10¹³ rad/s.

The local mode lies above it by the factor

1/√(1 − 0.25²) = 1/√0.9375 = 1.033,

so that

ω_L = 1.033 × 3.47 × 10¹³ rad/s = 3.58 × 10¹³ rad/s,

or about 5.7 THz after division by 2π. The ratio of neighbouring amplitudes and the decay length are

q = 0.75/1.25 = 0.60,

ξ = a/ln(1/0.60) = 1.96 a = 0.59 nm.

Starting from the light atom, the relative displacements are 1, −0.60, 0.36, −0.216, 0.130 and so on. The neighbours, which the tempting solution held fixed, move 60 percent as far as the light atom. They raise the stiffness it feels from 2K to 2K(1 + q) = 3.2K. The frequency is higher than the estimate by the factor √1.6 = 1.26, which carries it from 0.816 ω_max, inside the band, to 1.033 ω_max, above it.

A 50 u atom in the same chain has ε = −0.25. The frequency formula would again give 1.033 ω_max, but q = 1.25/0.75 is larger than 1, and there is no local mode.

These values can be compared with a calculation that uses none of the formulas above. The program diagonalizes the equations of motion of a chain of 401 atoms whose ends are tied to fixed walls. It finds one mode above the band for the 30 u atom and none for the 50 u atom, and the frequency and displacements of the local mode agree with the formulas to all printed digits. The walls do not matter here, because they are about a hundred decay lengths away.

**How much of the motion belongs to the light atom**

All atoms pass through their rest positions at the same moment, with speeds ω|u_n|. The share of the kinetic energy carried by the light atom is therefore M'u_0² divided by the sum of m_n u_n² over the chain. The other atoms contribute

2M u_0² (q² + q⁴ + …) = 2M u_0² q²/(1 − q²),

where the 2 counts the two sides. From (3),

1 − q² = [(1 + ε)² − (1 − ε)²]/(1 + ε)² = 4ε/(1 + ε)²,

q²/(1 − q²) = (1 − ε)²/(4ε).

The full sum, divided by M u_0², is

(1 − ε) + (1 − ε)²/(2ε) = (1 − ε)(2ε + 1 − ε)/(2ε) = (1 − ε)(1 + ε)/(2ε).

The light atom contributes 1 − ε to this, so its share is

2ε/(1 + ε).

For ε = 0.25 this is 0.5/1.25 = 0.40. More than half of the kinetic energy is in the host atoms, so this mode cannot be pictured as the vibration of a single atom.

**A very light atom**

The square of the true frequency, compared with that of the fixed-neighbour estimate, follows from (2):

ω_L²/ω_fixed² = 1 + q = 2/(1 + ε).

As M' tends to zero, ε tends to 1, q tends to 0, and the ratio tends to 1. In this limit the neighbours really do stay at rest. For ε = 0.98 the diagonalization gives a ratio of 1.01. The tempting solution is thus a good approximation for a very light atom, and it fails when the masses are comparable.

**A slightly light atom**

For small ε, 1/√(1 − ε²) ≈ 1 + ε²/2 and ln[(1 + ε)/(1 − ε)] ≈ 2ε. To leading order,

ω_L/ω_max − 1 ≈ ε²/2, ξ ≈ a/(2ε).

The mode lies barely above the band and spreads over many atoms. For ε = 0.02 it is 0.02 percent above the band top, and its decay length is 25 spacings.

An energy argument shows why even a small mass difference is enough. Take any trial pattern of displacements and form the ratio

R = K Σ (u_{n+1} − u_n)² / Σ m_n u_n².

For a single mode, R equals ω², by the sum rule derived earlier. For a mixture of modes it is a weighted average of their ω². To see this, take a long chain of N atoms tied to fixed walls. After the substitution u_n = w_n/√m_n, its equations of motion are the eigenvalue problem of a real symmetric N × N matrix, so its N modes can build any pattern. No two modes share a frequency, because for a given ω the equations fix the pattern site by site, starting from one wall, up to an overall factor. Multiply the equations of motion of a mode u by the displacements v_n of another mode and add them. This gives ω_u² Σ m_n u_n v_n = K Σ (u_{n+1} − u_n)(v_{n+1} − v_n). Exchanging u and v gives the same right side with ω_v² on the left. Since ω_u ≠ ω_v, Σ m_n u_n v_n = 0, and the right side vanishes as well. For a pattern made of modes j with coefficients c_j, the cross terms therefore drop out of both the numerator and the denominator, and R = Σ P_j ω_j² / Σ P_j. Here P_j is c_j² times the sum Σ m_n u_n² of mode j, and it is not negative. If some pattern gives R > ω_max², there must be a mode above the band.

Try u_n = (−r)^|n| with r between 0 and 1, on a chain so long that the pattern is negligible at the walls and the sums can be run to infinity. Neighbours at sites n and n + 1 on the right differ by rⁿ(1 + r) in size. Counting both sides,

Σ (u_{n+1} − u_n)² = 2(1 + r)²/(1 − r²).

The squared displacements add up to 1 + 2r²/(1 − r²) = (1 + r²)/(1 − r²), and the light atom lowers the mass sum by εM:

Σ m_n u_n² = M[(1 + r²)/(1 − r²) − ε].

Multiplying numerator and denominator of R by 1 − r² gives

MR/K = 2(1 + r)²/D, with D = 1 + r² − ε(1 − r²) > 0.

The band top corresponds to 4. Subtracting it,

MR/K − 4 = [2(1 + r)² − 4(1 + r²) + 4ε(1 − r²)]/D
= [4ε(1 − r)(1 + r) − 2(1 − r)²]/D.

The first term is the gain from having a light atom where the motion is largest. The second is the cost of letting the amplitude fall off, which makes the motion of neighbours less perfectly opposed. When 1 − r is small, the gain is proportional to 1 − r and the cost to its square. A sufficiently gradual decay therefore always gives a net gain, however small ε may be.

**What the result depends on**

The derivation used a one-dimensional chain, one altered mass, unaltered springs, and forces between nearest neighbours that are linear in the displacements. That any lighter mass binds a mode does not carry over to three dimensions: in a simple cubic lattice with one displacement per atom and equal springs to the six neighbours, a mode above the band appears only for ε larger than about 0.33, so a mass ratio of 30 to 40 binds nothing there. If the new atom also changes the springs attached to it, the equations for sites −1, 0 and 1 all change, and the formulas for ω_L and ξ no longer apply as they stand. A second atom of the same light mass shifts the frequency unless it is many decay lengths away and not on a neighbouring site; at such a distance there are two local modes of nearly equal frequency, shared equally between the two atoms. For a slightly light atom that is a severe condition, because ξ grows as 1/ε. Two very light atoms on neighbouring sites are joined directly by a spring, so however short ξ is, their squared frequencies tend to 3K/M' and K/M' rather than 2K/M'.

Computed results

```
Sites in the diagonalized chain: 401
Host mass M: 40 u
Light defect mass M': 30 u
Spring constant K: 20 N/m
Lattice constant a: 0.30 nm
Mass defect eps: 0.25
Band top omega_max: 3.4705 x 10^13 rad/s
omega_local/omega_max, formula: 1.03280
omega_local, formula: 3.5843 x 10^13 rad/s
omega_local, diagonalization: 3.5843 x 10^13 rad/s
omega_local/(2 pi): 5.705 THz
Decay factor per site q: 0.6000
Amplitude decay length xi/a: 1.9576
Amplitude decay length xi: 0.5873 nm
Energy decay length xi/2: 0.2936 nm
u_0/u_0, diagonalization: +1.00000  formula: +1.00000
u_1/u_0, diagonalization: -0.60000  formula: -0.60000
u_2/u_0, diagonalization: +0.36000  formula: +0.36000
u_3/u_0, diagonalization: -0.21600  formula: -0.21600
u_4/u_0, diagonalization: +0.12960  formula: +0.12960
u_5/u_0, diagonalization: -0.07776  formula: -0.07776
Defect share of kinetic energy, diagonalization: 0.4000
Defect share of kinetic energy, formula: 0.4000
Modes above the band, M' = 30 u: 1
Modes above the band, M' = 50 u: 0
eps | omega_local/omega_max (diag., formula) | xi/a (diag., formula)
0.10 | 1.00504, 1.00504 | 4.9833, 4.9833
0.25 | 1.03280, 1.03280 | 1.9576, 1.9576
0.50 | 1.15470, 1.15470 | 0.9102, 0.9102
0.80 | 1.66667, 1.66667 | 0.4551, 0.4551
Weak defect eps = 0.02: omega_local/omega_max - 1 = 2.0006e-04, eps^2/2 = 2.0000e-04
Weak defect eps = 0.02: xi/a = 24.997, 1/(2 eps) = 25.000
Very light defect eps = 0.98: omega_local^2/(2K/M') = 1.0101
```
